\section*{Silane splitting by the Lindemann mechanism: reaction order and half-fall-off pressure}

\section*{The mechanism and its rate law}

\textbf{Q.} Silane splits by $\mathrm{SiH_4\to SiH_2+H_2}$. One molecule falls apart, with no partner in the equation. How can such a reaction be second order at any pressure?

\textbf{A.} The molecule must first acquire enough internal energy to split, and in a thermal gas it gets this energy from collisions. The Lindemann mechanism separates the two events:
\begin{align}
\mathrm{SiH_4+M}&\;\underset{k_{-1}}{\overset{k_1}{\rightleftharpoons}}\;\mathrm{SiH_4^*+M}, &
\mathrm{SiH_4^*}&\;\overset{k_2}{\longrightarrow}\;\mathrm{SiH_2+H_2}.
\end{align}
The star marks a molecule with energy above the splitting threshold, and M is any collider. Let $n$, $n_*$ and $n_M$ be the number densities of ordinary silane, activated silane and colliders. At fixed temperature and fixed $n_M$,
\begin{align}
\frac{dn}{dt}&=-k_1n_Mn+k_{-1}n_Mn_*, \label{eq:n}\\
\frac{dn_*}{dt}&=k_1n_Mn-(k_{-1}n_M+k_2)n_*. \label{eq:ns}
\end{align}
Silylene forms at the rate $k_2n_*$. I leave out the reverse reaction, later reactions of silylene (some of which consume more silane), and reactions on surfaces. The result therefore concerns the primary splitting in the gas.

An activated molecule is lost quickly, by deactivation or by splitting, so $n_*$ settles where gain and loss nearly balance. Setting the right side of \eqref{eq:ns} to zero gives
\begin{equation}
n_*=\frac{k_1n_M}{k_{-1}n_M+k_2}\,n .
\end{equation}
The rate of splitting is then
\begin{equation}
k_2n_*=k_{\rm uni}\,n,\qquad
k_{\rm uni}=\frac{k_1k_2n_M}{k_{-1}n_M+k_2}. \label{eq:kuni}
\end{equation}
The density $n_M$ in the numerator is the source of the second order: when collisions are rare, the supply of activated molecules limits the rate.

\textbf{Q.} You set a derivative to zero, although $n_*$ must fall as the silane is used up. Why is that allowed?

\textbf{A.} It is an approximation, and its error can be bounded. Put $n,n_*\propto e^{-\lambda t}$ into \eqref{eq:n} and \eqref{eq:ns}:
\begin{align}
(k_1n_M-\lambda)\,n&=k_{-1}n_M\,n_*,\\
(k_{-1}n_M+k_2-\lambda)\,n_*&=k_1n_M\,n .
\end{align}
Multiplying the two equations and cancelling $n\,n_*$ gives
\begin{equation}
(k_1n_M-\lambda)(k_{-1}n_M+k_2-\lambda)-k_1k_{-1}n_M^2=0. \label{eq:prod}
\end{equation}
On expansion the terms $\pm k_1k_{-1}n_M^2$ cancel, which leaves
\begin{equation}
\lambda^2-S\lambda+k_1k_2n_M=0,\qquad S=(k_1+k_{-1})n_M+k_2. \label{eq:quad}
\end{equation}
At $\lambda=k_1n_M$ the left side of \eqref{eq:prod} equals $-k_1k_{-1}n_M^2<0$. An upward parabola is negative only between its roots, so the slow and fast roots satisfy $\lambda_s<k_1n_M<\lambda_f$.

Now write \eqref{eq:quad} for the slow root as $\lambda_s=k_1k_2n_M/(S-\lambda_s)$. Since $0<\lambda_s<k_1n_M$, the denominator lies between $S-k_1n_M=k_{-1}n_M+k_2$ and $S$. Hence
\begin{equation}
\frac{k_1k_2n_M}{S}<\lambda_s<k_{\rm uni}.
\end{equation}
Dividing by $k_{\rm uni}=k_1k_2n_M/(S-k_1n_M)$ turns this into
\begin{equation}
0<1-\frac{\lambda_s}{k_{\rm uni}}<\frac{k_1n_M}{S}<K,\qquad K=\frac{k_1}{k_{-1}}. \label{eq:bound}
\end{equation}
The relative error of the steady state is smaller than $K$, roughly the fraction of molecules that are activated in equilibrium. So $K\ll1$ is sufficient at any pressure. At low pressure the middle bound $k_1n_M/S$ is small even when $K$ is not. The bound was tested against eigenvalues of the rate matrix, also for $K=0.2$, where the approximation is poor at high pressure.

\textbf{Q.} That concerns the slow root. What if the gas starts with no activated molecules?

\textbf{A.} Then the fast root appears as a short delay. The roots of \eqref{eq:quad} add up to $S$, so $\lambda_f=S-\lambda_s$, which exceeds $k_{-1}n_M+k_2$ by less than $k_1n_M$. The delay lasts about $1/(k_{-1}n_M+k_2)$.

Its weight is small. Write the total silane density as $a_se^{-\lambda_st}+a_fe^{-\lambda_ft}$. Its initial slope is $-k_2n_*(0)=0$, so $|a_f/a_s|=\lambda_s/\lambda_f$. With $r=k_{-1}n_M/k_2$,
\begin{equation}
\frac{\lambda_s}{\lambda_f}<\frac{k_{\rm uni}}{k_{-1}n_M+k_2}
=\frac{k_1k_2n_M}{(k_{-1}n_M+k_2)^2}=K\frac{r}{(1+r)^2}\le\frac K4 .
\end{equation}

\section*{The two limits and the pressure between them}

\textbf{Q.} Then show me the two orders, and tell me what counts as low pressure.

\textbf{A.} The comparison is between deactivation, $k_{-1}n_M$, and splitting, $k_2$. If $k_{-1}n_M\ll k_2$, nearly every activated molecule splits before its next collision, and
\begin{equation}
k_{\rm uni}\to k_0n_M,\qquad k_0=k_1 .
\end{equation}
If $k_{-1}n_M\gg k_2$, collisions keep the activated population close to equilibrium, and
\begin{equation}
k_{\rm uni}\to k_\infty=\frac{k_1k_2}{k_{-1}}=Kk_2 .
\end{equation}
More collisions then bring no more splitting, because they deactivate as often as they activate. Dividing numerator and denominator of \eqref{eq:kuni} by $k_{-1}n_M$ joins the limits:
\begin{equation}
k_{\rm uni}=\frac{k_\infty}{1+n_{1/2}/n_M},\qquad n_{1/2}=\frac{k_2}{k_{-1}}. \label{eq:fall}
\end{equation}
The constant has half its high-pressure value when $n_M=n_{1/2}$. For an ideal gas the collider pressure is $p=n_Mk_BT$, so the half-fall-off pressure is
\begin{equation}
p_{1/2}=k_BT\,\frac{k_2}{k_{-1}}=k_BT\,\frac{k_\infty}{k_0}. \label{eq:phalf}
\end{equation}
The second form follows from $k_\infty/k_0=(k_1k_2/k_{-1})/k_1$. It also says that $p_{1/2}$ is where the two limiting laws, $k_0p/(k_BT)$ and $k_\infty$, cross.

\textbf{Q.} I dilute a trace of silane in a large excess of argon at low pressure, and I see a clean exponential decay. Is that not first order?

\textbf{A.} In time, yes. The argon density is constant, so the rate $k_0n_Mn$ is first order in silane. It is also first order in the collider, and the overall order is two. You would see this by changing the argon pressure: the decay constant would follow it.

In pure silane the two roles coincide. Early in the reaction $n_M=n$, and
\begin{equation}
R=k_{\rm uni}n=\frac{k_\infty n^2}{n+n_{1/2}} .
\end{equation}
The order is the logarithmic slope of $R$ at fixed temperature:
\begin{equation}
\frac{d\ln R}{d\ln n}=2-\frac{n}{n+n_{1/2}}=1+\frac{n_{1/2}}{n+n_{1/2}}
=1+\frac{1}{1+p/p_{1/2}} . \label{eq:order}
\end{equation}
It falls smoothly from 2 to 1 and equals $3/2$ at $p_{1/2}$.

\textbf{Q.} And the course of the reaction in pure silane? The collider is being consumed.

\textbf{A.} Suppose that silane alone acts as collider, so that collisions with the products are neglected. This is reasonable early on and becomes doubtful as hydrogen builds up. The reverse reaction is also still left out, and for real silane this is the larger omission. The splitting costs roughly 50--55~kcal/mol, so at 1000~K and about 170~Torr the equilibrium $\mathrm{SiH_4\rightleftharpoons SiH_2+H_2}$ lies at only about 0.5--2 per cent conversion. The half-life below describes the forward step with silylene removed as fast as it forms and without consuming more silane; it is not the half-life of a closed vessel of silane. Up to corrections of relative size $K$, $dn/dt=-R$. Separating variables,
\begin{equation}
-\left(\frac1n+\frac{n_{1/2}}{n^2}\right)dn=k_\infty\,dt ,
\end{equation}
and integrating from $n_0$ at $t=0$,
\begin{equation}
\ln\frac{n_0}{n}+n_{1/2}\left(\frac1n-\frac1{n_0}\right)=k_\infty t .
\end{equation}
The logarithm is the first-order law and the second term the second-order law; their times add. Putting $n=n_0/2$ gives the half-life
\begin{equation}
t_{1/2}=\frac{1}{k_\infty}\left(\ln2+\frac{n_{1/2}}{n_0}\right). \label{eq:thalf}
\end{equation}
At high pressure it does not depend on the filling. At low pressure it tends to $1/(k_0n_0)$, since $k_\infty/n_{1/2}=k_0$, and doubling the filling halves it. Collisions with the products would shorten this time: if each product molecule were as effective a collider as silane, $n_M=2n_0-n$ would give $(\ln3)/(2k_0n_0)\approx0.55/(k_0n_0)$. The dependence on the filling would be the same.

\section*{Constants from a molecular model}

\textbf{Q.} So far $k_{-1}$, $K$ and $k_2$ are free letters. Can they be computed from anything?

\textbf{A.} From a simple model, yes. First assume that every collision deactivates. An activated molecule sweeps out a volume $\pi d^2\bar v$ per unit time, where $d$ is the collision diameter and $\bar v$ the mean relative speed. For two molecules of mass $m$, each component of the relative velocity is Gaussian with variance $\sigma^2=2k_BT/m$, so
\begin{equation}
\bar v=\frac{4\pi}{(2\pi\sigma^2)^{3/2}}\int_0^\infty v^3e^{-v^2/2\sigma^2}dv
=\frac{4\pi\cdot2\sigma^4}{(2\pi)^{3/2}\sigma^3}=\sigma\sqrt{\frac8\pi}
=\sqrt{\frac{16k_BT}{\pi m}},
\end{equation}
and $k_{-1}=\pi d^2\bar v$.

Next, treat the internal motion as $s$ classical oscillators. With $y=E/(k_BT)$, the equilibrium energy distribution is $f(y)=y^{s-1}e^{-y}/(s-1)!$. For a threshold $E_0=xk_BT$, repeated integration by parts gives the activated fraction
\begin{equation}
Q=\int_x^\infty f(y)\,dy=e^{-x}\sum_{j=0}^{s-1}\frac{x^j}{j!} .
\end{equation}
If splitting is switched off, equilibrium requires $k_1n=k_{-1}n_*$ with $n_*/n=Q/(1-Q)$. Hence $K=Q/(1-Q)$.

\textbf{Q.} And $k_2$? Surely a molecule far above the threshold splits faster than one just above it.

\textbf{A.} It does. Let splitting require an energy $E_0$ in one particular oscillator. When that oscillator holds $\epsilon$, the other $s-1$ have a density of states proportional to $(E-\epsilon)^{s-2}$. The probability of finding at least $E_0$ there is
\begin{equation}
\frac{\int_{E_0}^{E}(E-\epsilon)^{s-2}d\epsilon}{\int_0^{E}(E-\epsilon)^{s-2}d\epsilon}
=\left(1-\frac{E_0}{E}\right)^{s-1},
\end{equation}
so $k(E)=\nu(1-E_0/E)^{s-1}$, with a frequency factor $\nu$. The Lindemann mechanism has room for one number, and I take the equilibrium average over activated molecules. The factor $y^{s-1}$ cancels:
\begin{equation}
k_2=\frac1Q\int_x^\infty f(y)\,\nu\left(\frac{y-x}{y}\right)^{s-1}dy
=\frac{\nu}{Q}\int_x^\infty\frac{(y-x)^{s-1}e^{-y}}{(s-1)!}\,dy=\frac{\nu e^{-x}}{Q}.
\end{equation}
In this model $p_{1/2}$ rises with temperature. The factor $k_BT/k_{-1}$ grows as $\sqrt T$, and $k_2=\nu/\sum_j(x^j/j!)$ grows as $x$ falls.

\textbf{Q.} Put in numbers.

\textbf{A.} I take round parameters for a model molecule; they are not fitted to silane: $T=1000$~K, $m=32$~u, $d=4\times10^{-8}$~cm, $s=6$, $E_0=3.5\times10^{-12}$~erg and $\nu=10^{14}\ \mathrm{s^{-1}}$. Then $x=3.5\times10^{-12}/1.38065\times10^{-13}=25.35$ and $\bar v=1.15\times10^5$~cm/s. The constants are
\begin{align}
k_{-1}&=\pi(4\times10^{-8})^2(1.15\times10^5)=5.78\times10^{-10}\ \mathrm{cm^3\,s^{-1}},\\
K&=1.05\times10^{-6},\qquad k_2=9.30\times10^{8}\ \mathrm{s^{-1}},\\
k_0&=Kk_{-1}=6.08\times10^{-16}\ \mathrm{cm^3\,s^{-1}},\\
k_\infty&=Kk_2=978\ \mathrm{s^{-1}} .
\end{align}
The half-fall-off point follows from \eqref{eq:phalf}:
\begin{align}
n_{1/2}&=\frac{9.30\times10^8}{5.78\times10^{-10}}=1.61\times10^{18}\ \mathrm{cm^{-3}},\\
p_{1/2}&=(1.61\times10^{18})(1.381\times10^{-13})=2.22\times10^5\ \mathrm{dyn\,cm^{-2}},
\end{align}
or about 167~Torr. There the induction time is $5.4\times10^{-10}$~s, against a half-life of $1.7\times10^{-3}$~s in pure gas. The steady state is in error by $2.6\times10^{-7}$ relative to $k_{\rm uni}$, within the bound \eqref{eq:bound}.

For the pure gas, \eqref{eq:fall}, \eqref{eq:order} and \eqref{eq:thalf} give (half-lives for the forward step alone):
\begin{center}
\begin{tabular}{cccc}
$p/p_{1/2}$ & $k_{\rm uni}/k_\infty$ & order & $t_{1/2}$ (ms)\\
0.01 & 0.0099 & 1.99 & 103\\
0.1 & 0.091 & 1.91 & 10.9\\
1 & 0.50 & 1.50 & 1.73\\
10 & 0.91 & 1.09 & 0.81\\
100 & 0.99 & 1.01 & 0.72
\end{tabular}
\end{center}
From the first row to the second, ten times the pressure shortens the half-life almost tenfold; from the fourth to the fifth it shortens it by only about 11 per cent. Using $k_\infty$ at the lowest pressure would overestimate the splitting rate about a hundredfold. Integration of the full equations for the pure gas, without the steady state, leaves a fraction 0.500 at the predicted half-life in the three cases tested. The numerical output lists the values in full.

\section*{What one splitting constant hides}

\textbf{Q.} You admitted that $k$ depends on energy and then averaged it away. Does $p_{1/2}$ survive?

\textbf{A.} As the crossing of the two limiting laws it does. As the pressure at which the rate constant is halved, it does not.

Apply the steady state to each energy separately, and write $\omega=k_{-1}n_M$. By detailed balance, activation into $dy$ has the rate $\omega nf(y)dy/(1-Q)$. Loss from that interval has the rate constant $\omega+k$, and the fraction $k/(\omega+k)$ of the activated molecules splits. Summing over energies,
\begin{equation}
k_{\rm res}=\frac{1}{1-Q}\int_x^\infty f\,\frac{\omega k}{\omega+k}\,dy
=K\left\langle\frac{\omega k}{\omega+k}\right\rangle ,
\end{equation}
where the brackets denote the equilibrium average over activated molecules, so that $\langle k\rangle=k_2$. For $\omega\to\infty$ this tends to $K\langle k\rangle=k_\infty$, and for $\omega\to0$ to $K\omega=k_0n_M$. Both Lindemann limits are kept.

Between them, consider $\phi(k)=\omega k/(\omega+k)$. Its derivatives are
\begin{equation}
\phi'(k)=\frac{\omega^2}{(\omega+k)^2},\qquad
\phi''(k)=-\frac{2\omega^2}{(\omega+k)^3}<0 .
\end{equation}
A concave function lies below its tangents. Averaging $\phi(k)\le\phi(k_2)+\phi'(k_2)(k-k_2)$ removes the linear term, and because $k$ really varies the inequality is strict:
\begin{equation}
k_{\rm res}<K\,\frac{\omega k_2}{\omega+k_2}=k_{\rm uni}.
\end{equation}
Since $k_{\rm res}$ rises with $\omega$, it reaches $k_\infty/2$ at a higher pressure than $k_{\rm uni}$ does.

\textbf{Q.} By a few per cent, I suppose.

\textbf{A.} By much more in this example. At the Lindemann $p_{1/2}$ the energy-resolved constant is $0.12\,k_\infty$ instead of $0.50\,k_\infty$. It reaches one half at $4.5\times10^6\ \mathrm{dyn\,cm^{-2}}$, about twenty times higher. Physically, long-lived molecules just above the threshold are often deactivated before they split, while the fast ones at high energy are too few to make up the loss.

\textbf{Q.} Then what may I take from the Lindemann formula to a deposition reactor?

\textbf{A.} For the primary splitting in the gas, you may take the two limiting orders, the reason for the change between them and, once $k_0$ and $k_\infty$ are known for the actual gas mixture, the pressure at which the limiting laws cross. Reactions on the hot surfaces need their own rate laws. But a pressure well below the crossing does not by itself guarantee second order. In the classical model $k(E)$ vanishes at the threshold as $(E-E_0)^{s-1}$, so molecules just above it are still deactivated before they split. In the energy-resolved example at $0.01\,p_{1/2}$, the constant is only $0.43\,k_0n_M$, and the order in pure gas is 1.83 instead of 1.99. These numbers belong to the classical model and overstate the effect for silane. With quantized vibrations $k(E_0)$ is finite, of order $10^8$--$10^9\ \mathrm{s^{-1}}$ for so small a molecule. A state count with silane's frequencies and assumed transition-state frequencies gives about $0.90$--$0.96\,k_0n_M$ and an order of 1.91--1.96 at one hundredth of the crossing pressure. For the shape of the curve in between, $k(E)$ is needed. Even the energy-resolved model assumes classical oscillators and complete deactivation in one collision. If several collisions are needed, supply and removal of activated molecules are both slower than assumed here, and $k_{-1}$ has to be replaced by a measured or separately calculated quantity. That repairs the low-pressure limit but not the whole curve: in this model, with downward energy steps of $0.3$ to $1\,k_BT$ per collision, the rate constant at the crossing lies a further 20--30 per cent below the rescaled curve.

\section*{Computed results}
\begin{verbatim}
MODEL INPUTS
temperature T = 1000 K
molecular mass = 32 u = 5.3137e-23 g
collision diameter d = 4.0e-08 cm
number of oscillators s = 6
threshold energy E0 = 3.50e-12 erg
frequency factor nu = 1.0e+14 1/s
RATE CONSTANTS
kB*T = 1.38065e-13 erg
x = E0/(kB*T) = 25.3504
mean relative speed, formula = 1.1503e+05 cm/s
mean relative speed, sampled = 1.1505e+05 cm/s
deactivation constant k_-1 = 5.7823e-10 cm^3/s
activated fraction Q = 1.0518e-06
K = k_1/k_-1 = 1.0518e-06
activation constant k_1 = k0 = 6.0818e-16 cm^3/s
splitting constant k_2 = 9.3009e+08 1/s
high-pressure constant k_inf = 9.7828e+02 1/s
HALF-FALL-OFF
density n_half = 1.6085e+18 1/cm^3
p_half, formula = 2.2208e+05 dyn/cm^2 = 166.57 Torr
p_half, full rate matrix = 2.2208e+05 dyn/cm^2
slow decay rate at p_half = 4.8914e+02 1/s
induction time at p_half = 5.376e-10 s
steady-state relative error at p_half = 2.63e-07
PURE GAS: p/p_half, p (dyn/cm^2), k_uni (1/s), k_uni/k_inf, order, half-life (s)
   0.01 2.221e+03 9.6859e+00 0.0099 1.9901 1.0293e-01
   0.10 2.221e+04 8.8935e+01 0.0909 1.9091 1.0931e-02
   1.00 2.221e+05 4.8914e+02 0.5000 1.5000 1.7307e-03
  10.00 2.221e+06 8.8935e+02 0.9091 1.0909 8.1076e-04
 100.00 2.221e+07 9.6859e+02 0.9901 1.0099 7.1876e-04
FRACTION LEFT AT PREDICTED HALF-LIFE, full equations
p/p_half = 0.01: fraction = 0.500000
p/p_half = 1.00: fraction = 0.500000
p/p_half = 100.00: fraction = 0.500000
ENERGY-RESOLVED MODEL
k/k_inf at Lindemann p_half = 0.1223
its half-fall-off pressure = 4.4736e+06 dyn/cm^2
ratio to Lindemann p_half = 20.14
\end{verbatim}
